# When a twisted and strained moiré becomes one-dimensional

## Definitions and conventions

Two identical two-dimensional lattices lie on top of each other. Layer 2 is undeformed, with primitive vectors $\mathbf a_1,\mathbf a_2$, lattice vectors $\mathbf R$ and reciprocal vectors $\mathbf G$, so that $\mathbf G\cdot\mathbf R$ is an integer multiple of $2\pi$. Layer 1 is first strained and then turned: its site $\mathbf R$ moves to $F\mathbf R$. In axes along and across the strain,

$$F=Q(\theta)S,\qquad Q(\theta)=\begin{pmatrix}\cos\theta&-\sin\theta\\ \sin\theta&\cos\theta\end{pmatrix},\qquad S=\begin{pmatrix}1+\varepsilon&0\\0&1-\nu\varepsilon\end{pmatrix}.$$

The twist $\theta$ is in radians and $\varepsilon$ is positive in tension. The number $\nu$ is the actual ratio of transverse contraction to extension. For an elastically isotropic layer it is the Poisson ratio if the sides are free to contract. In an anisotropic layer, a pull off the symmetry axes generally causes shear as well; $\varepsilon$ and $\nu$ then refer to the principal axes of the resulting strain, and $\nu$ is in general not the Poisson ratio for the direction of pull. There is no other lattice mismatch, and the deformation is uniform.

Consider a site of layer 1 now at $\mathbf x=F\mathbf R$. Its offset from the site of layer 2 with the same label is $\mathbf x-\mathbf R$. Since $\mathbf R=F^{-1}\mathbf x$, the offset is

$$\mathbf u(\mathbf x)=(I-F^{-1})\mathbf x .\tag{1}$$

This is the registry. It matters only modulo a lattice vector, and for small deformation it varies slowly, so $\mathbf x$ may be treated as continuous. A local property that depends on registry is a sum of terms $e^{i\mathbf G\cdot\mathbf u}$. Moving the matrix onto $\mathbf G$ gives $\mathbf G\cdot\mathbf u=\mathbf g\cdot\mathbf x$, with the moiré wavevectors

$$\mathbf g=(I-F^{-T})\mathbf G .\tag{2}$$

The moiré is called one-dimensional if all $\mathbf g$ are collinear and not all are zero. The pattern then consists of straight stripes. This does not yet say that the stripes repeat periodically.

## Theorem

Let $\nu>0$ be fixed and let $\theta\neq0$ be small. Among small strains, the moiré is one-dimensional at one tensile and one compressive value,

$$\varepsilon_\pm=\pm\frac{|\theta|}{\sqrt\nu}+\frac{(1-\nu)\theta^2}{4\nu}+O(|\theta|^3).\tag{3}$$

To leading order, therefore, $|\varepsilon|=|\theta|/\sqrt\nu$, for any two-dimensional lattice and any direction of strain. For $\nu\le0$ and $\theta\ne0$ there is no such small strain.

## Lemma 1: the invariant line

*For $F\neq I$, the moiré is one-dimensional if and only if $\det(F-I)=0$.*

**Proof.** Let $\mathbf G_1,\mathbf G_2$ be a reciprocal basis. A linear map multiplies the cross product of two plane vectors by its determinant, so

$$\mathbf g_1\times\mathbf g_2=\det(I-F^{-T})\;\mathbf G_1\times\mathbf G_2 .$$

Because $I-F^{-T}=F^{-T}(F^T-I)$, and transposition leaves a determinant unchanged,

$$\det(I-F^{-T})=\frac{\det(F-I)}{\det F}.\tag{4}$$

Now $\mathbf G_1\times\mathbf G_2\ne0$ and $\det F$ is finite and positive. Hence $\mathbf g_1$ and $\mathbf g_2$ are collinear precisely when $\det(F-I)=0$. All other $\mathbf g$ are integer combinations of these two. They cannot all vanish, since that would require $F=I$. ∎

The condition means that some vector $\mathbf t\neq0$ obeys $F\mathbf t=\mathbf t$: one line of the layer is neither stretched nor turned. Then $F^{-1}\mathbf t=\mathbf t$ as well, and (1) gives $\mathbf u(\mathbf x+c\,\mathbf t)=\mathbf u(\mathbf x)$ for every $c$. The stripes run along $\mathbf t$.

## Lemma 2: the determinant

*For the deformation defined above,*

$$\det(F-I)=-\nu\varepsilon^2+(1-\cos\theta)\,[\,2+(1-\nu)\varepsilon\,].\tag{5}$$

**Proof.** For any $2\times2$ matrix, $\det(F-I)=1-\operatorname{tr}F+\det F$. A rotation has determinant one, and the diagonal entries of $F$ are $(1+\varepsilon)\cos\theta$ and $(1-\nu\varepsilon)\cos\theta$. Therefore

$$\operatorname{tr}F=\cos\theta\,[2+(1-\nu)\varepsilon],$$

$$\det F=(1+\varepsilon)(1-\nu\varepsilon)=1+(1-\nu)\varepsilon-\nu\varepsilon^2 .$$

The sum $1+\det F$ equals $[2+(1-\nu)\varepsilon]-\nu\varepsilon^2$. Subtracting the trace gives (5). ∎

If the strain axis makes an angle $\phi$ with $\mathbf a_1$, then in lattice axes $F$ becomes $Q(\phi)FQ(-\phi)$. Its trace and determinant do not change, so neither does (5). The lattice vectors do not enter (5) at all.

## Proof of the theorem

Put $k=1-\cos\theta$. By the lemmas, the critical strain solves

$$\nu\varepsilon^2-k(1-\nu)\varepsilon-2k=0,$$

$$\varepsilon_\pm=\frac{k(1-\nu)\pm\sqrt{8\nu k+k^2(1-\nu)^2}}{2\nu}.\tag{6}$$

For small twist, $k=\theta^2/2+O(\theta^4)$. Hence $\sqrt{8\nu k}=2\sqrt\nu\,|\theta|\,[1+O(\theta^2)]$. The second term under the root is smaller than the first by a factor of order $\theta^2$, so it changes the root only at order $|\theta|^3$. Dividing by $2\nu$, the root gives $\pm|\theta|/\sqrt\nu$, and the term outside it gives $(1-\nu)\theta^2/(4\nu)$. This is (3).

If $\nu\le0$, the first term of (5) is not negative. The second is positive for $\theta\neq0$ and strain small enough that the bracket stays positive. The determinant then cannot vanish. ∎

**The limit of no twist.** For $\theta=0$, (5) reduces to $-\nu\varepsilon^2$. A strained, untwisted layer with $\nu>0$ thus gives a two-dimensional moiré, because both the extension and the contraction create mismatch. If $\nu=0$ as well, only one direction is mismatched and the moiré is one-dimensional at any nonzero strain.

## Remark 1: the same result from one line

To first order, a line at angle $\chi$ from the strain axis is extended by $\varepsilon(\cos^2\chi-\nu\sin^2\chi)$. This vanishes for $\tan\chi=\pm1/\sqrt\nu$, which requires $\nu>0$. The strain turns the line by the component of its displacement along $(-\sin\chi,\cos\chi)$:

$$-\varepsilon\cos\chi\sin\chi-\nu\varepsilon\sin\chi\cos\chi=-(1+\nu)\varepsilon\sin\chi\cos\chi .$$

On the unextended lines $\sin\chi\cos\chi=\pm\sqrt\nu/(1+\nu)$, so the strain turns them by $\mp\sqrt\nu\,\varepsilon$. The twist adds $\theta$. One of the lines keeps its direction when $\theta=\pm\sqrt\nu\,\varepsilon$. Strain leaves two lines unstretched, and the twist can turn one of them back to its original direction.

## Remark 2: sharing the deformation between the layers

Suppose the layers carry opposite halves, $F_1=Q(\theta/2)S_+$ and $F_2=Q(-\theta/2)S_-$, where $S_\pm$ is $S$ with $\varepsilon$ replaced by $\pm\varepsilon/2$. The moiré wavevectors are differences of the two deformed reciprocal vectors:

$$(F_2^{-T}-F_1^{-T})\mathbf G=F_2^{-T}(F_1^T-F_2^T)F_1^{-T}\mathbf G .$$

They are collinear when $\det(F_1-F_2)=0$. Write $Q(\pm\theta/2)=\cos(\theta/2)\,I\pm\sin(\theta/2)\,J$, where $J$ is the rotation by $90^\circ$. Since $S_+-S_-=\varepsilon\,\mathrm{diag}(1,-\nu)$ and $S_++S_-=2I$,

$$F_1-F_2=\begin{pmatrix}\varepsilon\cos(\theta/2)&-2\sin(\theta/2)\\2\sin(\theta/2)&-\nu\varepsilon\cos(\theta/2)\end{pmatrix}.$$

The determinant is $4\sin^2(\theta/2)-\nu\varepsilon^2\cos^2(\theta/2)$, and it vanishes at

$$|\varepsilon|=\frac{2\tan(|\theta|/2)}{\sqrt\nu}.\tag{7}$$

The leading law is the same as before. The quadratic term in (3), which separates tension from compression, depends on how the strain is measured and shared. It vanishes for the equal split above. It also vanishes with all the strain in one layer if the stretches are written $e^{\varepsilon}$ and $e^{-\nu\varepsilon}$: dividing $\det(F-I)=0$ by $\sqrt{\det F}$ then gives $4\sinh(\varepsilon/2)\sinh(\nu\varepsilon/2)=2k\cosh[(1+\nu)\varepsilon/2]$, which is even in $\varepsilon$.

## Proposition 1: size of the moiré near the transition

To first order in $\theta$ and $\varepsilon$, both $F-I$ and $I-F^{-1}$ equal

$$E=\begin{pmatrix}\varepsilon&-\theta\\\theta&-\nu\varepsilon\end{pmatrix},\qquad \det E=\theta^2-\nu\varepsilon^2 .\tag{8}$$

*The largest and smallest registry changes per unit distance are*

$$\sigma_\pm=\left|\sqrt{\theta^2+\tfrac14(1-\nu)^2\varepsilon^2}\;\pm\;\tfrac12(1+\nu)|\varepsilon|\right| .\tag{9}$$

**Proof.** Set $p=(1-\nu)\varepsilon/2$ and $h=(1+\nu)\varepsilon/2$. Then $p+h=\varepsilon$ and $p-h=-\nu\varepsilon$, so $E=(pI+\theta J)+h\,\mathrm{diag}(1,-1)$. The first part turns every vector by one fixed angle $\beta$ and scales it by $\rho=\sqrt{p^2+\theta^2}$. The second is a reflection scaled by $h$. A unit vector at angle $\chi$ becomes the sum of a vector of length $\rho$ at angle $\chi+\beta$ and one of signed length $h$ at angle $-\chi$. The angle between them, $2\chi+\beta$, takes every value as $\chi$ varies. The length of the sum therefore ranges from $|\rho-|h||$ to $\rho+|h|$. ∎

The lengths $a/\sigma_\pm$, with $a$ a lattice constant, are the distances over which registry changes by $a$ along the fastest and slowest directions. The moiré cell area follows from the cross product in Lemma 1:

$$A_m=\frac{A_0}{|\det(I-F^{-1})|}\simeq\frac{A_0}{|\theta^2-\nu\varepsilon^2|},\tag{10}$$

where $A_0$ is the lattice cell area. The last form holds when the relative distance of the strain from its critical value is much larger than $|\theta|/\sqrt\nu$, which is the size of the critical strain itself. Closer in, the leading terms nearly cancel, both here and in $\sigma_-$, and the full matrix $F$ is needed. The area diverges because the long dimension $a/\sigma_-$ does; the short one stays finite. Beyond the critical strain the moiré is again two-dimensional, and $\mathbf g_1\times\mathbf g_2$ has changed sign.

**Twist error.** Hold the strain at its critical value and change the twist by a small $\delta\theta$. Then $|\det E|\simeq2|\theta\,\delta\theta|$, while $\sigma_+\simeq(1+\nu)|\varepsilon|=(1+\nu)|\theta|/\sqrt\nu$. Since $\sigma_+\sigma_-=|\det E|$,

$$\sigma_-\simeq\frac{2\sqrt\nu\,|\delta\theta|}{1+\nu},\qquad \frac{a}{\sigma_-}\simeq\frac{a(1+\nu)}{2\sqrt\nu\,|\delta\theta|}.\tag{11}$$

This stripe length does not depend on the twist itself, as long as $|\delta\theta|\ll|\theta|$.

## Proposition 2: direction and period of the stripes

Take $\theta$ and $\varepsilon$ positive. At $\theta=\sqrt\nu\,\varepsilon$ the matrix (8) factorizes:

$$E=\varepsilon\begin{pmatrix}1&-\sqrt\nu\\ \sqrt\nu&-\nu\end{pmatrix}=\varepsilon\begin{pmatrix}1\\ \sqrt\nu\end{pmatrix}\begin{pmatrix}1&-\sqrt\nu\end{pmatrix}.\tag{12}$$

The row vector is the stripe normal. The stripes run along $(\sqrt\nu,1)$, which the row annihilates. Across them, registry moves along the column $(1,\sqrt\nu)$, at an angle $\arctan\sqrt\nu$ from the strain axis. If $\theta$ and $\varepsilon$ have opposite signs, $\sqrt\nu$ is replaced by $-\sqrt\nu$ in these directions.

*In the one-layer convention, if the registry direction is that of a primitive lattice vector of length $a$, the stripes have period*

$$L=\frac{a\det F}{(1+\nu)|\varepsilon|}\simeq\frac{a\sqrt\nu}{(1+\nu)|\theta|}.\tag{13}$$

**Proof.** At the critical strain $F-I$ has rank one, so $F=I+\sigma\,\mathbf d\,\mathbf m^T$ with unit vectors $\mathbf d$ and $\mathbf m$. The number $\sigma^2$ is the sum of the squared entries of $F-I$. Let $s_1=1+\varepsilon$ and $s_2=1-\nu\varepsilon$. Rotation does not alter the sum of squared entries of $S$, so

$$\sigma^2=s_1^2+s_2^2-2\operatorname{tr}F+2 .$$

The critical condition $1-\operatorname{tr}F+\det F=0$ gives $\operatorname{tr}F=1+s_1s_2$. Hence $\sigma^2=(s_1-s_2)^2$ and $\sigma=(1+\nu)|\varepsilon|$. Next, $\det F=1+\sigma\,\mathbf m\cdot\mathbf d$, and direct multiplication confirms that

$$F^{-1}=I-\frac{\sigma\,\mathbf d\,\mathbf m^T}{\det F},\qquad \mathbf u(\mathbf x)=\frac{\sigma}{\det F}\,\mathbf d\,(\mathbf m\cdot\mathbf x).$$

Registry repeats when it has moved by $a$ along $\mathbf d$, which takes a normal distance $a\det F/\sigma$. The last form of (13) sets $\det F\simeq1$ and inserts the leading law. ∎

**When the stripes are not periodic.** Write $\mathbf d=\alpha\mathbf a_1+\beta\mathbf a_2$. The two basic wavevectors are then in the ratio $\mathbf G_1\cdot\mathbf d:\mathbf G_2\cdot\mathbf d=\alpha:\beta$. They have a common period only if this ratio is rational or one of them vanishes, that is, if $\mathbf d$ is along a lattice vector. Otherwise the stripes are quasiperiodic: straight, but without an exact repeat.

For a triangular lattice with $\mathbf a_1=a(1,0)$ and $\mathbf a_2=a(1/2,\sqrt3/2)$, the reciprocal basis is $\mathbf G_1=(2\pi/a)(1,-1/\sqrt3)$ and $\mathbf G_2=(2\pi/a)(0,2/\sqrt3)$. With strain along $\mathbf a_1$, the leading registry direction $(1,\sqrt\nu)$ gives

$$\frac{g_1}{g_2}=\frac{1-\sqrt{\nu/3}}{2\sqrt{\nu/3}}=\frac{\sqrt3-\sqrt\nu}{2\sqrt\nu}.\tag{14}$$

## Example: a graphene bilayer at small twist

Take the model inputs $a=0.246$ nm and $\nu=0.16$, chosen to resemble graphene, and a twist of $0.30^\circ=0.005236$ rad. The leading law gives

$$\varepsilon=\frac{0.005236}{0.4}=1.309\,\%.$$

With all the strain in one layer, the roots are $+1.3126\,\%$ and $-1.3054\,\%$. They lie $0.0036\,\%$ strain above the leading values, as the quadratic term in (3) requires. Relative to the leading tensile value this is $0.275\,\%$.

The stripes lie at about $68^\circ$ from the strain axis. For periodic stripes the registry direction is put along $\mathbf a_1$, with the strain axis at $-22.03^\circ$ from it. The leading period is

$$L\simeq\frac{0.246\times0.4}{1.16\times0.005236}=16.20\text{ nm}.$$

The finite deformation gives 16.33 nm. In (13), $\det F\simeq1.011$ lengthens the period by $1.1\,\%$, and the slightly larger critical strain shortens it by $0.3\,\%$.

A direct test uses layer-1 sites close to a 500 nm line along the stripe. One is picked every 0.5 nm, by rounding the lattice coordinates of the point on the line to integers. The magnitude of the average of $e^{i\mathbf G_1\cdot\mathbf x}$ over them is one for constant registry. It is 0.9998 at the critical strain and 0.012 on the same line at half that strain, with the twist held fixed. The second number depends on the length of the line; what matters is that it is far below one.

The growth of the pattern at fixed twist is as follows, with strain given relative to its critical value:

| Strain | $a/\sigma_+$ (nm) | $a/\sigma_-$ (nm) | Area (nm²) |
|---|---|---|---|
| 0 | 47.0 | 47.0 | 1912 |
| 0.5 | 25.4 | 116 | 2558 |
| 0.9 | 17.6 | 663 | 10134 |
| 1.1 | 15.2 | 698 | 9187 |

Half the critical strain enlarges the area by only about a third, since (10) contains $1-0.5^2=0.75$. The two registry lengths, however, already differ by a factor of 4.6 there. The large growth in area comes only close to the transition.

If the strain lies along $\mathbf a_1$ instead, the critical strain is unchanged but the two basic wavevectors have different periods, 22.99 and 37.72 nm. Their wavevector ratio is 1.641, against 1.665 from (14).

## What the rigid, uniform model leaves out

**Clamping and disorder.** Graphene can be strained by roughly one per cent on a bent or stretched polymer, which is the order the example needs. The strain must differ between the layers; the same strain in both does not produce this mismatch. Whether the two layers can hold such a difference without slipping is not examined here. A layer firmly clamped to a polymer follows the contraction of the polymer surface, not its own. That contraction is set by the Poisson ratio of the polymer only if the substrate contracts freely; a wide sheet bent into a cylinder has almost no transverse strain, so $\nu$ is near zero and the critical strain is large or absent. For a rough polymer value $\nu=0.35$, the critical strain falls to $0.886\,\%$, which is $32.5\,\%$ below the value for free contraction. This is the largest shift of the critical strain among the cases computed here. An uncertainty of $\pm0.02$ about $\nu=0.16$ moves it between 1.237 and $1.404\,\%$. A twist error of $0.01^\circ$ gives $a/\sigma_-\approx2.0\ \mu$m. The stripes change character over less than this. Along a stripe the registry drifts nearly perpendicular to $\mathbf a_1$, so the phase $\mathbf G_2\cdot\mathbf u$ runs through $2\pi$ in $(\sqrt3/2)\,a/\sigma_-\approx1.75\ \mu$m, and from $\pi$ to the AA-crossing value $0$ in about $0.9\ \mu$m. Real twist and strain vary in space, so finite stripes are to be expected rather than an infinite one-dimensional pattern.

**Atomic relaxation.** Let the atoms relax with the mean strain and twist held fixed. A relative displacement $\boldsymbol\delta(s)$, with $s$ measured across the stripes, is shared as $\pm\boldsymbol\delta/2$. For isotropic layers with elastic constants $\lambda$ and $\mu$, the two elastic energies add up to the first term of

$$w=\tfrac14\left[(\lambda+2\mu)\,\delta_m'^2+\mu\,\delta_t'^2\right]+v\sum_{i=1}^3\cos(\mathbf G_i\cdot\mathbf u),\tag{15}$$

where $m$ and $t$ denote components across and along the stripes, $\mathbf G_3=-\mathbf G_1-\mathbf G_2$, and $\mathbf u$ now includes $\boldsymbol\delta$. The factor is $\tfrac14=2\cdot\tfrac12\cdot(\tfrac12)^2$. This takes both layers as free to relax. If one is firmly clamped to a substrate, only the other relaxes, the factor becomes $\tfrac12$, and the relaxation is weaker than the values below. Rough inputs are $\mu=150$ N/m and $vA_0=4$ meV, with $\lambda=2\mu\nu/(1-\nu)$.

Sliding one layer rigidly changes the constant phase $\gamma=\mathbf G_2\cdot\mathbf u$. The mean stacking energy of the unrelaxed stripes is $v\cos\gamma$, because the other two cosines average to zero. It is lowest at $\gamma=\pi$, which is the case taken here.

The relaxed solution has a peak relative displacement of 0.015 nm, or $6\,\%$ of $a$. Linear response about the rigid pattern would give 0.025 nm, so the response is clearly nonlinear. The largest added displacement gradient is $0.65\,\%$, compared with the mean registry gradient $a/L=1.51\,\%$. Relaxation thus reshapes the stripes appreciably and gains 0.41 meV per lattice cell. These values depend strongly on the rough input $v$: doubling it to $vA_0=8$ meV gives 0.021 nm, $1.0\,\%$ and 1.2 meV.

It does not move the critical strain in this model: $\boldsymbol\delta$ has the period $L$ and depends on $s$ alone, so the stripes keep their direction and period. That form is assumed. Whether the stripes are stable against modulation along their length or against buckling out of the plane has not been examined; buckling is a particular concern for the compressive root. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
Lattice constant (rough): 0.246 nm
Contraction ratio nu (rough): 0.16
Twist: 0.30 deg = 0.005236 rad
Critical strain, leading law: 1.3090 %
Critical strain, strain in one layer: 1.3126 %
Critical strain, equally shared: 1.3090 %
Critical compressive strain, one layer: -1.3054 %
Relative finite-deformation shift: 0.275 %
Stripe angle from strain axis, law: 68.20 deg
Stripe angle from strain axis, finite: 68.27 deg
Registry-shift angle, law: 21.80 deg
Registry-shift angle, finite: 22.03 deg
Strain-axis angle from a1, periodic case: -22.03 deg
Stripe period, leading law: 16.201 nm
Stripe period, from atomic sites: 16.334 nm
Registry order along stripe, critical: 0.9998
Registry order on same line, half strain: 0.0120
Moire size: a/(largest, smallest singular value), cell area
  strain/critical 0.0: 46.98 nm, 47.0 nm, 1912 nm^2
  strain/critical 0.5: 25.40 nm, 116.3 nm, 2558 nm^2
  strain/critical 0.9: 17.65 nm, 663.1 nm, 10134 nm^2
  strain/critical 1.1: 15.19 nm, 698.4 nm, 9187 nm^2
Strain along a1 at critical strain (quasiperiodic):
  first component period: 22.99 nm
  second component period: 37.72 nm
  wavevector ratio, finite: 1.6406
  wavevector ratio, leading law: 1.6651
Twist error considered: 0.01 deg
Stripe length with this error, finite: 2021 nm
Stripe length with this error, law: 2044 nm
Uncertainty considered in nu: 0.02
Critical strain at nu + uncertainty: 1.237 %
Critical strain at nu - uncertainty: 1.404 %
Clamped polymer contraction ratio (rough): 0.35
Critical strain when clamped: 0.886 %
Change due to clamping: -32.5 %
Shear modulus per layer (rough): 150 N/m
Stacking harmonic (rough): 4.0 meV per cell
Peak relative relaxation, nonlinear: 0.0147 nm
Peak relative relaxation, linear estimate: 0.0253 nm
Peak relaxation / lattice constant: 6.0 %
Peak relative displacement gradient: 0.651 %
Energy gained by relaxation: 0.408 meV per cell
```
